# Static Polarizability of a Noninteracting Two-Electron, Two-Site Bond

Q: You want to represent a chemical bond in an insulator by two sites and two electrons, and to get a polarizability from it. Before I object to the result, what exactly is the model?

A: Two orthonormal orbitals, A at $x=+d/2$ and B at $x=-d/2$, with on-site energies $+D$ and $-D$. A real, nonzero matrix element $-t$ connects them. In the basis (A, B) the Hamiltonian of one electron is

$$h=\begin{pmatrix} D & -t\\ -t & -D\end{pmatrix}.$$

Two electrons of opposite spin, each of charge $-e$, occupy this system in its ground state and do not interact. Each site also carries a fixed core of charge $+e$, so the bond is neutral. I keep $e$ visible in the formulas; in Hartree atomic units it equals 1.

Q: And what do you call the polarizability? A bond with $D\neq0$ has a dipole before any field is applied.

A: I apply a static field $F$ along $+x$ and expand the total dipole,

$$p(F)=p(0)+\alpha F+\tfrac12\beta F^2+\dots$$

The polarizability $\alpha$ is the coefficient of the linear term, so the permanent dipole $p(0)$ does not enter it. The cores are clamped, and $t$, $D$ and $d$ do not respond to the field. This is therefore the electronic part of the response along the bond.

Q: How does the field enter a two-by-two matrix? An orbital is a spread-out object, not a point.

A: Here an assumption is needed. I take the position operator to be diagonal in the site basis, with values $\pm d/2$. That drops two things: the distortion of the charge within one site, and any matrix element of $x$ between A and B, which would let the field change the hopping. It also means that the model has no response perpendicular to the bond. Finally, $d$ is the distance between the centroids of the orthonormal orbitals, which need not equal the distance between the nuclei. For two equal atomic orbitals with overlap $s$, symmetric orthonormalization multiplies the separation by $1/\sqrt{1-s^2}$; for H$_2$ in a minimal basis, with $s=0.66$, this turns 1.40 bohr into 1.86 bohr and raises $d^2$ by a factor 1.77.

The force on an electron is $-eF$, and the potential energy whose negative slope gives this force is $+eFx$. The site energies become

$$D+\frac{eFd}{2}\quad\text{(A)},\qquad -D-\frac{eFd}{2}\quad\text{(B)}.$$

These are again equal and opposite, so the field only replaces $D$ by

$$D_F=D+\frac{eFd}{2}.$$

The cores contribute $-eF(d/2)-eF(-d/2)=0$.

Q: Then give me the energy in the field, with the spin factor where it belongs.

A: The matrix has zero trace and determinant $-D_F^2-t^2$. Its eigenvalues $\varepsilon$ satisfy $\varepsilon^2-(t^2+D_F^2)=0$, hence $\varepsilon=\pm\sqrt{t^2+D_F^2}$. Without interaction, both electrons go into the lower orbital, one with each spin:

$$E(F)=-2\sqrt{t^2+D_F^2}.$$

The 2 counts electrons.

Q: How do you get from the energy to the dipole without losing a sign?

A: The Hamiltonian is $H(F)=H(0)-F\hat P$, where $\hat P$ is the total dipole operator. For a normalized eigenstate, the terms from the change of the state add up to $E$ times the derivative of the norm, which is zero. This is the Hellmann–Feynman relation, and it leaves $dE/dF=-\langle\hat P\rangle$. Therefore

$$p(F)=-\frac{dE}{dF}=2\,\frac{D_F}{\sqrt{t^2+D_F^2}}\,\frac{dD_F}{dF}
=ed\,\frac{D_F}{\sqrt{t^2+D_F^2}},$$

because $dD_F/dF=ed/2$. The two electrons cancel the half in the site position.

Q: I would like to see that dipole by counting charges.

A: Write $R=\sqrt{t^2+D^2}$. Raising the energy of A by a small amount $\delta$ changes the ground energy by $n_A\delta$, where $n_A$ is the number of electrons on A. Raising A by $\delta$ and lowering B by $\delta$ is the change $D\to D+\delta$, so

$$n_A-n_B=\frac{d(-2R)}{dD}=-\frac{2D}{R}.$$

With $n_A+n_B=2$ this gives

$$n_A=1-\frac DR,\qquad n_B=1+\frac DR.$$

The net charges are $e(1-n_A)=+eD/R$ at $+d/2$ and $e(1-n_B)=-eD/R$ at $-d/2$. Their dipole is $edD/R$, in agreement with $p(0)$. For $D>0$ the electrons prefer B, and the dipole points towards A.

Q: Now the polarizability itself.

A: Differentiate $p(F)$ once more. The function needed is

$$\frac{d}{dD}\frac{D}{\sqrt{t^2+D^2}}
=\frac1R-\frac{D^2}{R^3}=\frac{R^2-D^2}{R^3}=\frac{t^2}{R^3}.$$

The chain rule supplies another $dD_F/dF=ed/2$. At $F=0$,

$$\alpha=ed\cdot\frac{t^2}{R^3}\cdot\frac{ed}{2}
=\frac{e^2d^2t^2}{2\,(t^2+D^2)^{3/2}}.$$

The remaining factor $1/2$ comes from the potential difference: each site energy moves by half of $eFd$. The sign of $t$ does not matter, nor does it matter which site is the lower one.

Q: A derivative of a square root is quick, but it tells me little about the mechanism. Does perturbation theory give the same thing? I suspect a trouble with double excitations.

A: It does, and the double excitation drops out. For $t>0$ set $D=R\cos\theta$ and $t=R\sin\theta$. The lower and upper orbitals are

$$b=\begin{pmatrix}\sin\frac\theta2\\[2pt]\cos\frac\theta2\end{pmatrix},\qquad
a=\begin{pmatrix}\cos\frac\theta2\\[2pt]-\sin\frac\theta2\end{pmatrix}.$$

To check the first, the upper row of $hb$ is $R(\cos\theta\sin\frac\theta2-\sin\theta\cos\frac\theta2)=-R\sin\frac\theta2$, and the lower row is $-R(\sin\theta\sin\frac\theta2+\cos\theta\cos\frac\theta2)=-R\cos\frac\theta2$. So $hb=-Rb$. The vector $a$ is orthogonal to $b$ and has energy $+R$. The dipole matrix element of one electron is

$$m=-e\langle b|x|a\rangle=-\frac{ed}{2}\left(2\sin\tfrac\theta2\cos\tfrac\theta2\right)=-\frac{ed}{2}\sin\theta=-\frac{edt}{2R}.$$

Either electron can be promoted. The singlet state is the sum of the two promotions divided by $\sqrt2$, so its matrix element with the ground state is $M=2m/\sqrt2=\sqrt2\,m$. In the triplet the two contributions cancel. The doubly excited state differs from the ground state in two orbitals, and a sum of one-electron operators cannot connect them.

Second-order perturbation theory lowers the energy by $F^2M^2/(2R)$, where $2R$ is the excitation energy. Comparing with the quadratic term $-\alpha F^2/2$ gives

$$\alpha=\frac{2M^2}{2R}=\frac{1}{R}\cdot\frac{e^2d^2t^2}{2R^2}=\frac{e^2d^2t^2}{2R^3}.$$

For $t<0$ only the sign of $m$ changes.

Q: Put in numbers. I want to see whether the size is sensible.

A: Take round parameters, not fitted to any material: $t=0.20$ hartree, $D=0.15$ hartree and $d=3$ bohr. Then

$$R=\sqrt{0.0400+0.0225}=0.25\ \text{hartree},$$

and the gap is $2R=0.50$ hartree, or 13.6 eV. The ratio $D/R=0.6$ puts 0.4 electrons on A and 1.6 on B, with a permanent dipole of $3\times0.6=1.8$ $e\,$bohr. The polarizability is

$$\alpha=\frac{3^2\times0.20^2}{2\times0.25^3}=\frac{0.36}{0.03125}=11.52\ \text{a.u.}$$

One atomic unit of polarizability corresponds to a volume of one cubic bohr, so this is 1.71 Å$^3$. The transition dipole is 1.697 $e\,$bohr, and the sum over states gives $2\times1.697^2/0.50=11.52$ as well. Diagonalizing the full two-electron Hamiltonian in a small field and differentiating its dipole also gives 11.52; the numerical output lists these values.

Q: For a low-permittivity dielectric I want small polarizabilities. Is a polar bond better or worse than a nonpolar one?

A: Within this model it is less polarizable than a nonpolar bond of the same length if the two have equal hopping or an equal gap, and the amount differs between these two comparisons. If hopping and gap both differ, either bond can be the more polarizable one. All this concerns the electrons alone, with the cores clamped. In a static field the cores of a polar bond can also move, which adds to its response, so the comparison does not by itself rank materials by their static permittivity. I begin with equal hopping. Define the polarity $q=D/R$, so that $t^2/R^2=1-q^2$. The nonpolar bond with the same $t$ and $d$ has $\alpha_0=e^2d^2/(2|t|)$, and

$$\frac{\alpha}{\alpha_0}=\frac{|t|^3}{R^3}=(1-q^2)^{3/2}.$$

In the example this is $0.8^3=0.512$: the nonpolar bond has 22.5 a.u. and the polar one 11.52.

Q: That comparison is unfair. Adding $D$ also widened the gap.

A: Then compare at equal gap. A nonpolar bond with gap $2R$ has hopping $R$ and polarizability $e^2d^2/(2R)$, so the ratio is

$$\frac{t^2}{R^2}=1-q^2=0.64,$$

with 18.0 a.u. for the nonpolar bond. The wider gap accounts for the step from 22.5 to 18.0, and the smaller transition dipole for the step from 18.0 to 11.52. The gap alone therefore does not determine the polarizability: the orbitals of a polar bond are more localized on separate sites, and the field couples them less.

Q: So stronger hopping should always reduce $\alpha$, since it widens the gap?

A: For $D=0$ it does, as $\alpha=e^2d^2/(2|t|)$ shows. For $D\neq0$ it need not. With $d$ and $D$ fixed and $t>0$,

$$\frac{d}{dt}\frac{t^2}{R^3}=\frac{2t}{R^3}-\frac{3t^3}{R^5}
=\frac{t\,(2R^2-3t^2)}{R^5}=\frac{t\,(2D^2-t^2)}{R^5}.$$

The polarizability rises until $t=\sqrt2\,|D|$ and falls beyond it. At the maximum $R^2=3D^2$, so

$$\alpha_{\max}=\frac{e^2d^2\cdot2D^2}{2\,(3D^2)^{3/2}}=\frac{e^2d^2}{3\sqrt3\,|D|}.$$

For $D=0.15$ hartree the maximum lies at $t=0.212$ hartree and equals 11.55 a.u. The example, at $t=0.20$ hartree, sits just below it, so small changes of the hopping there hardly alter $\alpha$.

The two ends have simple meanings. For $|t|\ll|D|$, $\alpha\approx e^2d^2t^2/(2|D|^3)$: both electrons sit on the lower site and can barely leave it. For $|t|\gg|D|$, $\alpha\approx e^2d^2/(2|t|)$: the charge is shared, and the gap limits the response.

Q: At $D=0$ your formula diverges when $t\to0$. Surely a bond does not have infinite polarizability.

A: The dipole stays finite; the linear range shrinks to nothing. At $D=0$ the full expression is

$$p(F)=ed\,\frac{edF/2}{\sqrt{t^2+(edF/2)^2}}.$$

It is linear for $|edF|/2\ll|t|$ and saturates at magnitude $ed$, when both electrons are on one site. As $t\to0$ an ever weaker field is enough to saturate it. In that limit neglecting the repulsion between the electrons is also unjustified.

Q: How strong may the field be in your polar example?

A: Take one more term. With $g(D)=D/R$ and $g'=t^2/R^3$, the next derivative is $g''=-3t^2D/R^5$. Each derivative with respect to $F$ brings $ed/2$, so

$$\beta=ed\left(\frac{ed}{2}\right)^2g''=-\frac{3e^3d^3t^2D}{4R^5}.$$

Relative to the linear induced dipole, the leading correction is

$$\frac{\beta F^2/2}{\alpha F}=\frac{\beta F}{2\alpha}
=-\frac{3e^3d^3t^2DF}{8R^5}\cdot\frac{2R^3}{e^2d^2t^2}
=-\frac{3\,edDF}{4R^2}.$$

For $F=0.001$ a.u., which is $5.14\times10^8$ V/m, this equals

$$-\frac{3\times3\times0.15\times0.001}{4\times0.0625}=-0.0054,$$

or $-0.54$ percent. The directly computed deviation is $-0.539$ percent. The linear law is thus good to about half a percent in this bond, at this local field. This field, about 5 MV/cm, is already of the order at which dielectric films break down, and the deviation shrinks in proportion to $F$ below it.

Q: Why is the correction negative? And does it change sign with the field?

A: A field along $+x$ pushes electrons towards B, which already holds 1.6 of them. The populations approach their limit of 2 and 0, and the response weakens. The reversed field pushes electrons back towards A, and the response is stronger. The induced dipoles are $+0.011458$ and $-0.011582$ $e\,$bohr, on either side of the linear magnitude 0.011520. The charge that moves is small: $0.011458/3=0.0038$ electrons go from A to B in the positive field. For $D=0$ the quadratic term vanishes, because the two directions are then equivalent.

Q: In an amorphous film the bonds point everywhere. Which number should I use?

A: For a bond at angle $\vartheta$ to the field, the component along the bond is $F\cos\vartheta$. It induces a dipole $\alpha F\cos\vartheta$ along the bond, whose projection on the field is $\alpha F\cos^2\vartheta$. Averaging over all directions with $u=\cos\vartheta$,

$$\langle\cos^2\vartheta\rangle=\frac12\int_{-1}^{1}u^2\,du=\frac13,
\qquad \bar\alpha=\frac{\alpha}{3}.$$

The example gives 3.84 a.u. per bond. This is the average within the model, which has no response across the bond. For a real bond the average is $(\alpha_\parallel+2\alpha_\perp)/3$, and $\alpha_\perp$ is not small: at the Hartree–Fock level it is about 70 percent of $\alpha_\parallel$ in H$_2$ and larger than $\alpha_\parallel$ in LiH, so $\alpha_\parallel/3$ would be too low there by a factor of two to three. The bonds are held at fixed orientation here; permanent dipoles that could turn in the field would add a separate contribution. To reach a dielectric constant one also needs the number of bonds per volume and the relation between the applied field and the field acting on each bond. Neither is part of this model.

Q: My main doubt remains. Two electrons in one bond repel each other. How much of this survives?

A: The nonpolar bond with an on-site repulsion $U$ can be solved in full. Let $|AA\rangle$ and $|BB\rangle$ be the states with both electrons on one site, and $|C\rangle$ the singlet with one electron on each. Form $|I_\pm\rangle=(|AA\rangle\pm|BB\rangle)/\sqrt2$. Two hopping paths lead from $|C\rangle$ to $|AA\rangle$, each with amplitude $-t/\sqrt2$, so $\langle AA|H|C\rangle=-\sqrt2\,t$, and likewise for $|BB\rangle$. Hence $|C\rangle$ couples to $|I_+\rangle$ with $-2t$ and not to $|I_-\rangle$, whose energy is $U$. The ground state follows from

$$\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\qquad
E_0=\frac U2-S,\qquad S=\sqrt{\frac{U^2}{4}+4t^2}.$$

The weight of $|I_+\rangle$ in the ground state is, again by Hellmann–Feynman,

$$w=\frac{dE_0}{dU}=\frac12-\frac{U}{4S}=\frac{S-U/2}{2S}.$$

The dipole is $-ed$ in $|AA\rangle$, $+ed$ in $|BB\rangle$ and zero in $|C\rangle$. It therefore turns $|I_+\rangle$ into $-ed\,|I_-\rangle$, and the squared transition dipole is $e^2d^2w$. The excitation energy is $U-E_0=S+U/2$, so

$$\alpha_U=\frac{2e^2d^2w}{S+U/2}=\frac{e^2d^2\,(S-U/2)}{S\,(S+U/2)}.$$

At $U=0$, $S=2|t|$ and $\alpha_U=e^2d^2/(2|t|)$, as before. For $U>0$ we have $dS/dU=U/(4S)<1/2$, so the numerator falls with $U$ while the denominator grows: repulsion lowers the polarizability of the nonpolar bond.

Q: By a few percent, or by a lot?

A: By a lot, for $U=0.30$ hartree and $t=0.20$ hartree. Then $S=\sqrt{0.0225+0.16}=0.4272$ hartree and

$$\alpha_U=\frac{9\times0.2772}{0.4272\times0.5772}=10.12\ \text{a.u.},$$

against 22.5 without repulsion. The numerical diagonalization gives the same 10.12.

Q: Then the polar bond must suffer as badly.

A: It does not. With the same $U$ its polarizability goes from 11.52 to 11.04 a.u., a reduction of about 4 percent. The order of the two bonds is even reversed: at equal $t$, the polar bond is now the more polarizable one. The rule that polarity lowers $\alpha$ at fixed hopping belongs to the noninteracting model and fails in this interacting example.

Q: Do you have a reason for that?

A: A conjecture. Without hopping, the state with both electrons on B has energy $-2D+U$, which for these parameters is $-0.30+0.30=0$, the energy of $|C\rangle$. The repulsion has cancelled the preference for B, so without hopping it costs nothing to move one electron from B to A, whereas in the nonpolar bond moving an electron away from $|C\rangle$ costs $U$. This may offset the loss seen in the nonpolar bond. One value of $U$ does not establish a rule for polar bonds.

Q: So when would you trust the simple formula?

A: As a statement about the model, whenever its assumptions hold: no repulsion, sites that do not polarize, no matrix element of $x$ between them, clamped cores, and a field weak enough that $|edF|/2\ll R$. For a real bond, $t$ and $D$ would have to be effective parameters that already contain the average effect of the repulsion, and this can fail. In the nonpolar bond above, each site holds one electron on average when there is no field, so the average repulsion raises both site energies equally and leaves $t$ and $D=0$ as they were. With these parameters held fixed, the formula still gives 22.5 a.u. instead of 10.12.

Most of this error comes from holding them fixed. Each electron feels the average repulsion $Un_A/2$ on A and $Un_B/2$ on B, so in a field $D_F=eFd/2+U(n_A-n_B)/4$. To first order in the field $n_A-n_B=-2D_F/|t|$, which gives $D_F=(eFd/2)/(1+U/(2|t|))$. The polarizability is then $22.5/1.75=12.86$ a.u., and the rest of the way to 10.12 is beyond an average repulsion. The factor $d^2$ also needs care. It holds at fixed $t$ and $D$, whereas stretching a real bond changes the hopping too, so the formula alone does not tell how $\alpha$ varies with bond length.

## Numbers as computed

```
hopping t                         0.20 hartree
on-site energy D                  0.15 hartree
bond length d                     3.0 bohr
R = sqrt(t^2 + D^2)               0.2500 hartree
polarity q = D/R                  0.6000
ground energy, two electrons      -0.5000 hartree
excitation gap 2R                 0.5000 hartree
excitation gap 2R, converted      13.606 eV
electrons on A                    0.4000
electrons on B                    1.6000
permanent dipole                  1.8000 e bohr
two-electron transition dipole    1.6971 e bohr
alpha, formula                    11.5200 a.u.
alpha, numerical derivative       11.5200 a.u.
alpha, sum over states            11.5200 a.u.
alpha as a volume                 1.7071 angstrom^3
largest relative error, all bonds 3.1e-09
alpha, D=0, same t                22.5000 a.u.
ratio polar/nonpolar, same t      0.5120
alpha, D=0, same gap              18.0000 a.u.
ratio polar/nonpolar, same gap    0.6400
t of largest alpha at this D      0.2121 hartree
largest alpha at this D           11.5470 a.u.
orientation average of alpha      3.8400 a.u.
beta                              -124.416 a.u.
test field F                      0.0010 a.u.
test field F, converted           5.142e+08 V/m
linear induced dipole alpha F     0.011520 e bohr
induced dipole at +F              0.011458 e bohr
induced dipole at -F              -0.011582 e bohr
deviation from linear at +F       -0.539 percent
leading estimate of deviation     -0.540 percent
electrons moved A to B at +F      0.003819
repulsion U                       0.30 hartree
alpha with U, D=0, same t         10.1176 a.u.
alpha with U, polar bond          11.0352 a.u.
```
